# How long silane takes to deliver one monolayer to Si(001)

**Question**

I have a clean Si(001) surface in a vacuum chamber filled with silane, SiH₄, at 300 K and \(10^{-6}\) Torr. I am asked to show that the gas delivers one monolayer of molecules in about 1.9 seconds.

I took the number density \(n=P/kT=3.22\times10^{16}\ \mathrm{m^{-3}}\) and the mean molecular speed \(\bar v=445\ \mathrm{m/s}\), and multiplied them to get the number of molecules arriving per unit area and time. With \(6.78\times10^{18}\) silicon atoms per square metre of surface, this gives

\[
\frac{6.78\times10^{18}}{(3.22\times10^{16})(445)}\ \mathrm{s}\approx 0.47\ \mathrm{s},
\]

which is too short by a factor of four. Where does the four come from? I also took the surface density from a table and would like to see why it has that value. And does the result mean that the surface is covered after 1.9 s?

**Answer**

Your density, speed and surface density are all right. The product \(n\bar v\) is not the arrival rate, because it treats every molecule as if it flew straight at the surface with the full speed \(\bar v\). Half of the molecules are moving away, and most of the others approach at a slant.

**What is being counted**

"Delivers" here means "brings to the surface", whether or not the molecule stays. One monolayer means one molecule for each silicon atom in the outermost (001) plane. If \(N_s\) is the number of these atoms per unit area and \(J\) is the number of molecules striking unit area per unit time, the delivery time is

\[
t_1=\frac{N_s}{J}.
\]

I assume an ideal gas in equilibrium at temperature \(T\), not noticeably depleted by the surface, and I give every molecule the mean mass \(m\) of SiH₄. SI units suit a vacuum chamber better than atomic units.

**The arrival rate**

Let the \(z\) axis point from the gas towards the surface. In equilibrium the velocity component \(v_z\) has the normalized distribution

\[
g(v_z)=\sqrt{\frac{\beta}{\pi}}\;e^{-\beta v_z^2},\qquad \beta=\frac{m}{2kT}.
\]

Consider molecules with a velocity component between \(v_z\) and \(v_z+dv_z\), where \(v_z>0\). Those that reach an area \(A\) within a short time \(dt\) start no farther from the surface than \(v_z\,dt\). They therefore come from a volume \(A v_z\,dt\). Sideways motion only slants this volume without changing its size. The number of arrivals is

\[
n\,g(v_z)\,dv_z\;A v_z\,dt .
\]

Dividing by \(A\,dt\) and adding up all approaching molecules gives

\[
J=n\int_0^\infty v_z\,g(v_z)\,dv_z .
\]

Since \(v_z e^{-\beta v_z^2}\) is the derivative of \(-e^{-\beta v_z^2}/(2\beta)\), the integral without its prefactor is \(1/(2\beta)\). Hence

\[
J=n\sqrt{\frac{\beta}{\pi}}\,\frac{1}{2\beta}
=\frac{n}{2\sqrt{\pi\beta}}
=n\sqrt{\frac{kT}{2\pi m}} .
\]

**Your missing factor of four**

The distribution of the speed \(v\) carries an extra factor \(v^2\), from the area of a spherical shell in velocity space. The mean speed is therefore

\[
\bar v=\frac{\int_0^\infty v^3e^{-\beta v^2}dv}{\int_0^\infty v^2e^{-\beta v^2}dv}
=\frac{1/(2\beta^2)}{\sqrt{\pi}/(4\beta^{3/2})}
=\frac{2}{\sqrt{\pi\beta}}
=\sqrt{\frac{8kT}{\pi m}} .
\]

Comparison with \(J=n/(2\sqrt{\pi\beta})\) shows that

\[
J=\frac{n\bar v}{4}.
\]

The quarter is a product of two halves. The first is the fraction of molecules moving towards the surface. The second is the average of \(\cos\theta\) over the approaching directions, where \(\theta\) is the angle between the velocity and the \(z\) axis. Since \(v_z=v\cos\theta\) and the speed distribution is the same in every direction, the average of \(v_z\) over approaching molecules is \(\bar v\,\langle\cos\theta\rangle\). Directions fill the hemisphere evenly, with weight \(\sin\theta\,d\theta\), so

\[
\langle\cos\theta\rangle=
\frac{\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta}{\int_0^{\pi/2}\sin\theta\,d\theta}
=\frac{1/2}{1}=\frac12 .
\]

**From density to pressure**

You used \(P=nkT\), and the same kind of counting yields it. Approaching molecules bring momentum \(mv_z\) each, at the rate \(v_z\,n\,g(v_z)\,dv_z\) per unit area. At an ordinary wall in equilibrium, the departing molecules have the mirror-image distribution and contribute an equal recoil. This gives the factor 2 in

\[
P=2mn\int_0^\infty v_z^2\,g(v_z)\,dv_z
=2mn\sqrt{\frac{\beta}{\pi}}\,\frac{\sqrt{\pi}}{4\beta^{3/2}}
=\frac{mn}{2\beta}=nkT .
\]

If the silicon surface captures molecules, \(P\) still means the pressure of the surrounding equilibrium gas, not the recoil force on the silicon itself. Substituting \(n=P/kT\) gives

\[
J=\frac{P}{kT}\sqrt{\frac{kT}{2\pi m}}
=\frac{P}{\sqrt{2\pi mkT}} .
\]

**The number of surface atoms**

The cubic cell of silicon has side \(a\) and contains eight atoms. In units of \(a\), four of them lie at

\[
(0,0,0),\quad \left(\tfrac12,\tfrac12,0\right),\quad
\left(\tfrac12,0,\tfrac12\right),\quad \left(0,\tfrac12,\tfrac12\right),
\]

and the other four are shifted from these by \(\left(\tfrac14,\tfrac14,\tfrac14\right)\). The heights are therefore \(0,\tfrac14,\tfrac12,\tfrac34\), with two atoms at each height. Every (001) plane has two atoms per area \(a^2\):

\[
N_s=\frac{2}{a^2}.
\]

On a real clean surface, neighbouring atoms of the top plane pair up into dimers. Pairing moves the atoms but does not change their number, so \(N_s\) stays the same as long as no atoms are lost or added.

Combining the two results,

\[
t_1=\frac{N_s}{J}=\frac{2\sqrt{2\pi mkT}}{a^2P}.
\]

**Putting in the numbers**

The molecular mass is \(28.085+4(1.008)=32.117\) atomic mass units, which is \(m=5.333\times10^{-26}\) kg. The other inputs are \(kT=4.142\times10^{-21}\) J, \(P=1.333\times10^{-4}\) Pa and \(a=5.431\times10^{-10}\) m. Then

\[
J=\frac{1.333\times10^{-4}}
{\sqrt{2\pi(5.333\times10^{-26})(4.142\times10^{-21})}}\ \mathrm{m^{-2}\,s^{-1}}
=3.58\times10^{18}\ \mathrm{m^{-2}\,s^{-1}},
\]

or \(3.58\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}\). The surface density is

\[
N_s=\frac{2}{(5.431\times10^{-10})^2}\ \mathrm{m^{-2}}
=6.78\times10^{18}\ \mathrm{m^{-2}},
\]

and therefore

\[
t_1=\frac{6.78\times10^{18}}{3.58\times10^{18}}\ \mathrm{s}\approx1.9\ \mathrm{s}.
\]

This is the stated result. On average, each surface atom's share of the area is struck once every 1.9 s. In surface science the product of pressure and time is often given in langmuirs, with 1 langmuir equal to \(10^{-6}\) Torr s. The exposure here is 1.89 langmuir, so for silane on Si(001) one langmuir delivers somewhat more than half a monolayer.

The numerical output below includes a direct count of randomly placed molecules reaching a wall. Its flux is 0.7% above the formula. With about \(10^5\) hits, the expected random scatter is about 0.3%, so this sample lies somewhat more than two standard deviations high. That is an unusual draw, but not an implausible one. Direct integration over velocities, which has no sampling noise, agrees with the formula to all printed digits.

**What changes if the conditions change**

At fixed temperature, \(t_1\) is inversely proportional to pressure. At \(10^{-9}\) Torr the same delivery takes about 1900 s, roughly half an hour.

For temperature, you must say what is held fixed. Suppose the gas is heated from 300 K to 600 K, so that the molecular speeds rise by a factor \(\sqrt2\):

- At fixed pressure, the density halves. The flux therefore falls by a factor \(\sqrt2\), and \(t_1\) rises to about 2.7 s.
- At fixed density, as in a sealed and uniformly heated vessel, only the speeds change. The flux rises by a factor \(\sqrt2\), and \(t_1\) falls to about 1.3 s.

The temperature in the formula is that of the arriving gas. Heating the silicon alone leaves the delivery time unchanged, provided that the arriving gas stays at 300 K and its pressure is unchanged.

**Is the surface covered after 1.9 s?**

No. Even if every molecule hitting an empty site stayed there, some sites would be hit several times and others not at all. Take a simple model: each arrival strikes a random site, sticks if the site is empty, and leaves if it is occupied. Let \(\theta\), from here on no longer an angle, be the occupied fraction at time \(t\). Arrivals come at the rate \(1/t_1\) per site, and a fraction \(1-\theta\) of them find an empty site, so

\[
\frac{d\theta}{dt}=\frac{1-\theta}{t_1}.
\]

Separating the variables and starting from an empty surface,

\[
\int_0^\theta\frac{d\theta'}{1-\theta'}=\frac{t}{t_1}
\quad\Longrightarrow\quad
-\ln(1-\theta)=\frac{t}{t_1}
\quad\Longrightarrow\quad
\theta=1-e^{-t/t_1}.
\]

At \(t=t_1\) the coverage is \(1-1/e=0.632\). For \(t\ll t_1\) it is approximately \(t/t_1\), because almost every arrival finds an empty site. Later the filling slows down: reaching 90% takes \(t_1\ln10\approx4.4\) s.

Real silane is less obliging. To stay as a source of silicon it must react with the surface, and many arrivals may leave without doing so. If an arrival at an empty site sticks with a constant probability \(s\), the right-hand side of the rate equation is multiplied by \(s\), and all filling times become longer by a factor \(1/s\). For an assumed \(s=0.01\), the time to reach 63% coverage grows from 1.9 s to 190 s, while the delivery time \(t_1\) stays the same. In practice \(s\) depends on the surface temperature and on what already occupies the surface, and the fragments of one molecule can take up more than one site. None of this can be obtained from \(J\).

The delivery time still sets a useful limit on growth. Each silane molecule carries one silicon atom, and a new (001) layer needs \(N_s\) of them per unit area. With this gas as the only silicon source, the average time per grown layer cannot be shorter than \(t_1\).

**When the estimate itself fails**

The ideal-gas assumption is safe here: the typical spacing between molecules is about 3 µm, thousands of times the size of a molecule. The mean free path at this pressure is tens of metres, much longer than an ordinary chamber, so molecules reach the sample from the walls and inlets almost without colliding with one another. The assumption to watch is that the gas at the surface is the equilibrium gas whose pressure you measured. It fails if silane comes from a nozzle aimed at the sample, or if the surface consumes it faster than the supply can replace it. You then need the actual flux at the surface, and the chamber pressure alone does not determine it.

## Table of computed values

```
gas temperature: 300 K
pressure, as given: 1e-06 Torr
pressure, SI: 1.33322e-04 Pa
thermal energy kT: 4.14195e-21 J
mean atomic mass of Si: 28.085 u
mean atomic mass of H: 1.008 u
mass of SiH4: 5.33315e-26 kg
lattice parameter a: 5.43102e-10 m
number density n: 3.2188e+16 m^-3
typical spacing n^(-1/3): 3.14e-06 m
mean speed: 444.7 m/s
flux divided by density, J/n: 111.2 m/s
flux J, formula: 3.5786e+18 m^-2 s^-1
flux J, converted: 3.579e+14 cm^-2 s^-1
flux J, velocity quadrature: 3.5786e+18 m^-2 s^-1
molecules sampled: 2000000 (count)
wall hits counted: 100461 (count)
flux J, counted hits: 3.605e+18 m^-2 s^-1
site density, formula: 6.7806e+18 m^-2
site density, converted: 6.781e+14 cm^-2
site density, counted atoms: 6.781e+18 m^-2
delivery time, formula: 1.895 s
delivery time, from counts: 1.88 s
exposure: 1.89 langmuir
model coverage 1 - 1/e: 0.632 (fraction)
model coverage, random throws: 0.632 (fraction)
```
